# Equator contact is not reversal: comment on a retention estimate

**The argument under review**

The manuscript estimates how long a small magnetic bit keeps its state. The bit is a single-domain moment with one easy axis, and its energy is highest when the moment lies in the equatorial plane. The authors compute the mean time for thermal noise to bring the moment from one well to the equator, and call it the mean reversal time. They give two reasons. Beyond the equator the path is downhill, so the reversal is as good as done. And the time agrees with the inverse of the lowest nonzero eigenvalue of the diffusion equation, which they take to be the escape rate. For their device they find \(9.8\times10^4\) years, and from this 102 wrong bits per million after ten years.

The first-passage time is computed correctly. My objection is to what it is taken to mean. At the equator the path is downhill on both sides, and the eigenvalue measures something other than escape from one well. Both points can be settled within the authors' own model.

**The model and its diffusion equation**

Let \(\mathbf m\) be the unit vector along the moment, \(x=\cos\theta\) its component along the easy axis, \(V\) the volume, \(\mu=M_sV\) the moment and \(K\) the net anisotropy density. The energy is \(E=-KVx^2\), with no bias field and no in-plane anisotropy. The Landau–Lifshitz–Gilbert equation is

\[
\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right],\qquad
\mathbf B=B_kx\,\hat{\mathbf z}+\mathbf b(t),
\]

where \(B_k=2K/M_s\). The thermal field \(\mathbf b\) is white, with \(\langle b_i(t)b_j(t')\rangle=(2\alpha kT/\gamma\mu)\,\delta_{ij}\delta(t-t')\), and is read in the Stratonovich sense. Define

\[
\sigma=\frac{KV}{kT},\qquad D=\frac{\alpha\gamma kT}{\mu(1+\alpha^2)} .
\]

Take the anisotropy field first. The vector \(\mathbf m\times\hat{\mathbf z}\) has no \(z\) component, so precession does not change \(x\). The \(z\) component of \(\mathbf m\times(\mathbf m\times\hat{\mathbf z})\) is \(x^2-1\). The drift is therefore

\[
\dot x=\frac{\alpha\gamma B_k}{1+\alpha^2}\,x(1-x^2)=2\sigma D\,x(1-x^2),
\]

since \(\mu B_k=2KV=2\sigma kT\).

The thermal field produces two tangential kicks, \(\mathbf m\times\mathbf b\) and \(\alpha\,\mathbf m\times(\mathbf m\times\mathbf b)\), at right angles to each other. Their variances add to \(1+\alpha^2\) times that of one field component. Along each tangent direction the variance grows at the rate

\[
\frac{\gamma^2}{(1+\alpha^2)^2}(1+\alpha^2)\frac{2\alpha kT}{\gamma\mu}=2D .
\]

The noise has no preferred direction, so it gives isotropic diffusion on the sphere. For a function \(f(x)\) its generator is \(D[(1-x^2)f']'\). Adding the drift,

\[
Lf=D\left\{[(1-x^2)f']'+2\sigma x(1-x^2)f'\right\}
=D\,e^{-\sigma x^2}\left[(1-x^2)e^{\sigma x^2}f'\right]' .
\]

The motion of \(x\) is closed for any damping, which enters through \(D\) alone.

**The two passage times**

Let \(T(x)\) be the mean time to first reach a target \(b<x\). In a short time \(dt\) the clock advances by \(dt\) and \(x\) moves, so \(T=dt+T+LT\,dt\), which gives \(LT=-1\), or

\[
\left[(1-x^2)e^{\sigma x^2}T'\right]'=-\frac{e^{\sigma x^2}}{D}.
\]

Integrate from \(y\) to 1. The bracket vanishes at the pole because \(T'\) is finite there, so

\[
T'(y)=\frac{w(y)}{D}\,I(y),\qquad w(y)=\frac{e^{-\sigma y^2}}{1-y^2},\qquad I(y)=\int_y^1e^{\sigma z^2}dz .
\]

With \(T(b)=0\), a start at \(x=a\) gives \(T(a\to b)=D^{-1}\int_b^a w\,I\,dy\).

"Reversed" needs a definition. I start at \(x=a\) inside one well and call the moment reversed when it first reaches \(x=-a\) inside the other. The far pole itself will not do as a target. Near \(y=-1\) the integrand varies as \(1/(1+y)\) and the mean time diverges logarithmically, because a diffusing moment does not hit a prescribed point on a sphere.

Write \(T_{\rm eq}=T(a\to0)\) and \(T_{\rm rev}=T(a\to-a)\). Since \(w\) is even, the two halves of the reversal integral can be folded together. Changing the sign of \(z\) gives \(I(-y)=\int_{-1}^{y}e^{\sigma z^2}dz\), so \(I(y)+I(-y)\) is a constant, \(Z=\int_{-1}^1e^{\sigma z^2}dz\). Hence

\[
T_{\rm rev}=\frac1D\int_0^a w(y)\,[I(y)+I(-y)]\,dy=\frac ZD\int_0^a w(y)\,dy .
\]

For the equator time, use \(I(y)=Z/2-\int_0^ye^{\sigma z^2}dz\):

\[
T_{\rm eq}=\frac{T_{\rm rev}}2-s,\qquad
s=\frac1D\int_0^a w(y)\int_0^y e^{\sigma z^2}dz\,dy .
\]

This holds at any barrier. To see how large \(s\) can be, note that \(e^{\sigma z^2}\le e^{\sigma y^2}\) inside the inner integral, which is therefore at most \(y\,e^{\sigma y^2}\). Then

\[
0<s\le\frac1D\int_0^a\frac{y\,dy}{1-y^2}=\frac{1}{2D}\ln\frac1{1-a^2}.
\]

The bound does not contain \(\sigma\), whereas \(T_{\rm rev}\) grows exponentially with it. For a high barrier, then, \(T_{\rm eq}/T_{\rm rev}\to1/2\). The manuscript's time is half the mean reversal time.

**Where the other half goes**

The quantity \(s\) has a direct meaning. Start at the equator and wait until the moment reaches either \(a\) or \(-a\). By symmetry the mean exit time has zero slope at \(x=0\). Integrating \(LT=-1\) from 0 to \(y\), then from 0 to \(a\), gives the double integral above. So \(s\) is the mean time to settle into one well or the other.

Symmetry also makes the two wells equally likely. With probability 1/2 the moment goes back to \(a\), and the whole wait begins again:

\[
T(0\to-a)=s+\tfrac12T_{\rm rev}=s+\tfrac12\left[T_{\rm eq}+T(0\to-a)\right],
\]

which gives \(T(0\to-a)=T_{\rm eq}+2s\). The leg that the authors regard as a quick slide downhill lasts, on average, longer than the climb, though only slightly so when the barrier is high. A successful slide is quick, but half of the first contacts are followed by a return to the old well and another full wait.

I simulated the three-dimensional stochastic equation at \(\sigma=2\), \(\alpha=0.3\) and \(a=0.9\), using 4000 trajectories, a Heun scheme and a time step of \(10^{-3}/D\). The thresholds were shifted by 0.58 of a step's spread to allow for contacts missed between steps. After first contact, a fraction 0.490 returned to the starting well first; the sampling error is 0.008.

This barrier is too low for the factor of two in the times. Numerical quadrature of the formulas with \(a=0.9\) gives \(T_{\rm eq}/T_{\rm rev}=0.374\) at \(\sigma=2\), 0.483 at \(\sigma=5\) and 0.4998 at \(\sigma=10\). At low barriers settling takes a noticeable share of the total, and the ratio lies below one half.

**Why the eigenvalue agrees with the wrong time**

The agreement with the lowest nonzero eigenvalue \(\lambda_1\) is real, but it does not support the authors' reading. In this one-dimensional problem the first mode above equilibrium has one zero. The energy is even in \(x\), so the mode has definite parity, and its single zero must lie at \(x=0\): the mode is odd. On the half \(x>0\) it keeps one sign and vanishes at the equator. It is therefore also the slowest mode of the problem with an absorbing equator, with the same \(\lambda_1\). When the barrier is high, the moment equilibrates in its well long before it reaches the equator. The probability of no contact then decays as \(e^{-\lambda_1t}\), and \(T_{\rm eq}\approx1/\lambda_1\).

The escape rate is different. Let \(\Gamma=1/T_{\rm rev}\) be the rate of completed reversals out of either well, and \(p\) the probability of finding the bit in the wrong well. Then

\[
\dot p=\Gamma(1-p)-\Gamma p=\Gamma(1-2p),\qquad p(t)=\tfrac12\left(1-e^{-2\Gamma t}\right).
\]

The magnetization is proportional to \(1-2p=e^{-2\Gamma t}\), so \(\lambda_1=2\Gamma\). It relaxes at twice the escape rate because transitions in both directions bring the populations together.

At \(\sigma=10\), diagonalizing the full-sphere operator in 100 Legendre polynomials gives \(\lambda_1=2.882\times10^{-3}D\). Quadrature gives \(T_{\rm eq}=347.0/D\) and \(T_{\rm rev}=694.3/D\). The products \(\lambda_1T_{\rm eq}\) and \(\lambda_1T_{\rm rev}\) are 1.000 and 2.001.

**Which probability retention needs**

Three questions can be asked about a bit written at time zero. At high barrier their answers are

\[
P_{\rm touched}=1-e^{-t/T_{\rm eq}},\qquad
P_{\rm reversed}=1-e^{-t/T_{\rm rev}},\qquad
P_{\rm wrong}=\tfrac12\left(1-e^{-2t/T_{\rm rev}}\right).
\]

The first is the chance that the equator has been touched, the second that at least one reversal has been completed, and the third that the bit reads wrong at time \(t\). The second follows from the first: attempts arrive at rate \(1/T_{\rm eq}\) and each succeeds with probability 1/2, so successes arrive at rate \(1/(2T_{\rm eq})=1/T_{\rm rev}\). For a memory that is written, left alone and read once, the third is the relevant one. Since \(T_{\rm eq}=T_{\rm rev}/2\), it is half of \(P_{\rm touched}\) at every time on this scale. At short times \(P_{\rm reversed}\) and \(P_{\rm wrong}\) agree. At long times \(P_{\rm reversed}\) tends to one and \(P_{\rm wrong}\) to one half, because a bit that has reversed twice reads correctly.

**The device, recomputed**

The manuscript's layer has diameter 30 nm, thickness 1.5 nm, \(K=0.20\) MJ/m³, \(M_s=1.0\) MA/m, \(\alpha=0.01\) and \(T=300\) K. Its volume is \(\pi(15)^2(1.5)=1060\) nm³. The barrier is

\[
KV=(2.0\times10^5)(1.060\times10^{-24})\ {\rm J}=1.32\ {\rm eV},\qquad \sigma=51.2 .
\]

With \(\mu=1.06\times10^{-18}\) A m², the diffusion rate is \(D=6.88\times10^6\) s⁻¹.

A closed formula shows where the long time comes from. In \(Z\), put \(v=1-z^2\). The main contribution comes from small \(v\), so

\[
Z=e^\sigma\int_0^1\frac{e^{-\sigma v}}{\sqrt{1-v}}\,dv\approx\frac{e^\sigma}{\sigma}\left(1+\frac1{2\sigma}\right).
\]

In the barrier integral small \(y\) dominates, and \(1/(1-y^2)\approx1+y^2\):

\[
\int_0^a w\,dy\approx\frac12\sqrt{\frac\pi\sigma}\left(1+\frac1{2\sigma}\right).
\]

The product is

\[
T_{\rm rev}\approx\frac{\sqrt\pi}{2D}\,\frac{e^\sigma}{\sigma^{3/2}}\left(1+\frac1\sigma\right).
\]

The leading term gives \(1.91\times10^5\) years, and the correction \(1/\sigma\) adds 2%. Quadrature of the full formula gives \(T_{\rm rev}=6.16\times10^{12}\) s, or \(1.95\times10^5\) years, and \(T_{\rm eq}=9.8\times10^4\) years, the authors' value. The difference \(T_{\rm rev}-2T_{\rm eq}=2s\) is 10 ns for \(a=0.9\); unlike \(T_{\rm rev}\) it depends on \(a\), from 8 ns at \(a=0.7\) to 14 ns at \(a=0.99\). The moment settles in about 5 ns after touching the equator; the missing \(10^5\) years are spent waiting in the old well after failed attempts.

After ten years the expected number of wrong bits per million is \(10^6\times10/(1.95\times10^5)=51\), not 102. (That this equals \(\sigma\) is a coincidence.) The manuscript's count is of bits that have touched the equator. The error is on the safe side. It corresponds to about \(\ln2=0.7\) in \(\sigma\), little more than 1% of the barrier, but it is systematic, and it would bias any barrier inferred from measured error counts.

**A bias field moves the dividing line**

The factor of one half for the equator rests on symmetry. Suppose a stray field \(B_s\) opposes the stored direction, with \(h=B_s/B_k\). The energy becomes \(-KV(x^2-2hx)\), whose maximum is at \(x=h\). From the well at \(x=1\) the barrier is \(KV(1-h)^2\). The barrier factor in the passage integral is now

\[
e^{-\sigma y^2+2\sigma hy}=e^{\sigma h^2}e^{-\sigma(y-h)^2},
\]

while the inner integral, dominated by the starting well, is nearly constant across the barrier. The equator time collects the part of this Gaussian with \(y>0\), so

\[
\frac{T_{\rm eq}}{T_{\rm rev}}\approx\frac12\left[1+\operatorname{erf}(h\sqrt\sigma)\right].
\]

For 5 mT against \(B_k=0.40\) T, \(h=0.0125\) and \(h\sqrt\sigma=0.089\). The formula gives 0.550, and quadrature 0.551. The time to the true barrier top remains close to half, with ratio 0.501.

The same field shortens \(T_{\rm rev}\) by a factor of 3.5, more than the factor in dispute. The exponent supplies \(e^{\sigma(2h-h^2)}=e^{1.27}=3.6\). The shallower slope at the pole enlarges the inner integral by \(1/(1-h)\), which lowers this to 3.5.

The link with \(\lambda_1\) is lost much sooner. With unequal rates the magnetization relaxes at their sum. The return rate is smaller by \(e^{-4\sigma h}(1+h)/(1-h)=0.08\), so the relaxation time is \(1/1.08=0.93\) of \(T_{\rm rev}\), no longer half.

**How far the model represents a real layer**

These parameters lie in the rough range of free layers in perpendicular magnetic tunnel junctions: tens of nanometres across, one to two nanometres thick, with barriers of tens of \(kT\). The absolute times should not be read as a product's retention. At 358 K, with \(K\), \(M_s\), \(\alpha\) and dimensions held fixed, \(T_{\rm rev}\) falls to 54 years. If \(K\) is also 10% lower, as may happen on heating, it is 0.9 years. In the 54-year case the three ten-year probabilities are 0.31 for touched, 0.17 for reversed at least once and 0.16 for wrong.

Real layers are also not perfectly round. Let \(\kappa\) be the ratio of in-plane to axial anisotropy, so that \(E/KV=-x^2+\kappa(1-x^2)\cos^2\varphi\). The lowest passes on the equator have \(E=0\). At \(\varphi=0\) the contour \(E=0\) lies at \(|x|=\sqrt{\kappa/(1+\kappa)}\), and undamped precession from inside it carries the moment across the equator without any noise. For a 1% difference between the in-plane axes, demagnetizing factors of an ellipsoid with the same axes give an in-plane barrier of \(0.09\,kT\); for a flat elliptical layer it is larger, about \(0.14\,kT\). The zone then reaches \(|x|=0.04\) to 0.05, against a thermal barrier width \(1/\sqrt\sigma=0.14\). Within this zone first contact no longer guarantees equal chances. I have not computed the resulting ratio, and the authors should not assume one half for visibly elliptical bits.

Finally, the moment may not rotate as a unit. A domain wall crossing the layer has energy per area \(\int(A\theta'^2+K\sin^2\theta)\,dl\), where \(A\) is the exchange stiffness. The integrand is at least \(2\sqrt{AK}\,|\theta'|\sin\theta\), so the minimum is \(4\sqrt{AK}\), reached when \(\theta'=\sqrt{K/A}\,\sin\theta\). With an assumed \(A=15\) pJ/m and the wall spanning the diameter, this costs \(75\,kT\), above the \(51\,kT\) of uniform rotation. The estimate omits magnetostatic changes. It also assumes a complete wall, although the wall's width, about \(\pi\sqrt{A/K}=27\) nm, nearly fills the layer; a wall cut off by the edges costs less. The wall energy grows as the diameter and the uniform barrier as its square; they meet at \((16/\pi)\sqrt{A/K}=44\) nm. A cut-off wall becomes favourable earlier. Let the moments at the barrier top tilt out of the equatorial plane by a small angle \(u\) that varies across the disc. The energy density changes by \(A|\nabla u|^2-Ku^2\). For the smoothest non-uniform tilt of a disc with free edges, the average of \(|\nabla u|^2\) is \((1.84/R)^2\) times that of \(u^2\), where \(R\) is the radius. The tilt therefore lowers the barrier once the diameter exceeds \(3.68\sqrt{A/K}=32\) nm. This estimate also omits magnetostatic changes. A non-uniform tilt has a smaller out-of-plane demagnetizing energy than a uniform one. A tilt that varies along the moment also relieves the in-plane demagnetizing field, which is strongest at the two edges the moment points toward. For these parameters, taking the in-plane state as uniform, the two effects lower the limit to about 28 nm. The 30 nm device lies beyond it: such a tilt lowers the energy at the barrier top, so the true barrier is below \(51\,kT\) and reversal can be faster than the single-domain model predicts. Its absolute times are therefore results of the model, not predictions for a real layer.

**Requested changes**

The authors should rename their time the mean time to first equator contact, and double it where they quote a mean reversal time. The error count should use \(P_{\rm wrong}\). If they keep the eigenvalue, they should call its inverse the magnetization relaxation time and state that the factor of two between it and the reversal time requires equal wells.
